The isotropic middle doublet of ferric ions in glass

**Question**

A high-spin ferric ion, Fe³⁺, has five unpaired 3d electrons and total spin S = 5/2. In a low-symmetry site of an oxide glass its spin Hamiltonian is

H = H0 + g0 μB B·S,

H0 = D[S_z² − 35/12] + E(S_x² − S_y²).

The spin operators are dimensionless, g0 = 2 is taken as isotropic, and 35/12 = S(S+1)/3 makes H0 traceless. Write λ = E/D. Energies are quoted as frequencies (divided by h) in GHz, and fields in mT.

Part (a) treats the symmetry of H0, (b) its levels, (c) the g value of the middle doublet, (d) small departures from λ = 1/3, (e) finite field, and (f) the resonance of a glass.

**(a) Show that a suitable naming of the axes always gives 0 ≤ λ ≤ 1/3. Show that at λ = 1/3 one level lies at zero energy.**

*Answer.* Since S_x² + S_y² + S_z² = 35/4, the constant −35D/12 equals −(D/3)(S_x² + S_y² + S_z²). Hence H0 = d_x S_x² + d_y S_y² + d_z S_z², with

d_x = D(λ − 1/3), d_y = −D(λ + 1/3), d_z = 2D/3.

These sum to zero. Let z be the axis with the largest |d|. Neither of the other two values can then share the sign of d_z: if d_x did, d_y = −(d_x + d_z) would exceed d_z in magnitude. So d_x/D ≤ 0, which means λ ≤ 1/3. Interchanging x and y reverses the sign of λ, so λ ≥ 0 can also be chosen. The value 1/3 is therefore the largest rhombicity, and there

H0 = (2D/3)(S_z² − S_y²).

A quarter turn about x exchanges S_y² and S_z² and so changes H0 into −H0. The spectrum is symmetric about zero. Because S is half-integral, time reversal makes every level at least doubly degenerate, so the six states form three Kramers doublets. A symmetric set of three must have its middle member at zero.

**(b) Find the levels at λ = 1/3 and the states of the middle doublet.**

*Answer.* The former x axis is the convenient quantisation axis. Take the right-handed frame x' = z, y' = y, z' = −x. With S₊ and S₋ the ladder operators of this frame, S_x' = (S₊ + S₋)/2 and S_y' = (S₊ − S₋)/(2i), so

S_x'² − S_y'² = ¼[(S₊ + S₋)² + (S₊ − S₋)²] = ½(S₊² + S₋²),

H0 = (D/3)(S₊² + S₋²).

H0 changes m, the eigenvalue of S_z', by two. It splits into the blocks {5/2, 1/2, −3/2} and {−5/2, −1/2, 3/2}, which go into each other under m → −m. From S₊|m> = √(35/4 − m(m+1)) |m+1>,

<5/2|S₊²|1/2> = √8·√5 = √40,

<1/2|S₊²|−3/2> = √8·3 = √72.

For a state a|5/2> + b|1/2> + c|−3/2> with energy (D/3)ε, the eigenvalue equations are

√40 b = εa, √40 a + √72 c = εb, √72 b = εc.

If ε ≠ 0, inserting a and c from the outer equations into the middle one gives ε² = 40 + 72 = 112. If ε = 0, then b = 0 and a/c = −√(72/40) = −3/√5. The levels are thus 0 and ±Δ, where

Δ = (√112/3)|D| = (4√7/3)|D| = 3.528|D|.

The normalised zero-energy states are

|+> = (3|5/2> − √5|−3/2>)/√14,

|−> = (3|−5/2> − √5|3/2>)/√14.

In |+> the weights of m = 5/2 and m = −3/2 are 9/14 = 0.643 and 5/14 = 0.357.

**(c) Show that in a weak field this doublet has g = 30/7 for every field direction. What does symmetry alone guarantee?**

*Answer.* For μB B much smaller than Δ, first-order degenerate perturbation theory needs only the matrix of S within the doublet. The diagonal elements are

<+|S_z'|+> = [9·(5/2) + 5·(−3/2)]/14 = 15/14,

<−|S_z'|−> = −15/14.

S_z' has no off-diagonal element, because |+> and |−> share no value of m. For the transverse components,

S₊|−> = (3√5|−3/2> − 5|5/2>)/√14,

<+|S₊|−> = [3·(−5) + (−√5)(3√5)]/14 = −30/14 = −15/7.

S₋ annihilates |−5/2> and turns |3/2> into √8|1/2>, which is absent from |+>, so <+|S₋|−> = 0. The diagonal elements of S₊ and S₋ vanish as well, since they would have to connect m values of one block, which differ by two or more.

Replacing |−> by −|−> changes the sign of the off-diagonal element to +15/7. A spin 1/2, with operator s, has the elements <+|s₊|−> = 1 and <±|s_z'|±> = ±1/2. Every component therefore carries the same factor. With P the projector on the doublet,

P S P = (15/7) s,

g = (15/7)g0 = 30/7 = 4.286.

With the free-electron g0 the value would be 4.291.

The quarter turn of part (a) maps the zero-energy doublet onto itself and carries S_y into S_z up to sign. It guarantees g_y = g_z; here the equality with g_x comes from the matrix elements.

The outer doublets are very different. Numerical diagonalisation and the same projection give, for D > 0, (g_x, g_y, g_z) = (0.86, 9.68, 0.61) for the lower one and (0.86, 0.61, 9.68) for the upper one. The axial limit λ = 0 is another contrast. There the middle doublet is m = ±3/2 along z, with g_z = 2·2·(3/2) = 6. Its transverse g values are zero, because S₊ and S₋ cannot bridge a change of three in m.

**(d) Let λ = 1/3 − δ with small δ ≥ 0. Find the three g values to first order in δ.**

*Answer.* The principal values are now d_x = −Dδ, d_y = −2D/3 + Dδ and d_z = 2D/3. In the primed frame the part d_z S_x'² + d_y S_y'² equals

½(d_z + d_y)(35/4 − S_z'²) + ½(d_z − d_y)(S_x'² − S_y'²).

Adding d_x S_z'² gives

H0 = −(3Dδ/2)(S_z'² − 35/12) + (2D/3 − Dδ/2)·½(S₊² + S₋²).

Divide by the second bracket, which does not affect the states. To first order,

H0 → ½(S₊² + S₋²) + ρ(S_z'² − 35/12), ρ = −9δ/4.

The diagonal factors of ρ for m = 5/2, 1/2, −3/2 are 10/3, −8/3, −2/3. With η the eigenvalue, the three equations read

√10 b + (10/3)ρa = ηa,

√10 a + 3√2 c − (8/3)ρb = ηb,

3√2 b − (2/3)ρc = ηc.

In the middle doublet b and η are of order δ. The second equation then leaves a/c unchanged to first order, so put a = 3, c = −√5, with squared norm 14. The first and third equations become

√10 b = 3η − 10ρ,

√10 b = −(5/3)η − (10/9)ρ.

Equating them gives η = 40ρ/21, and then √10 b = −30ρ/7, so

b = −(3√10/7)ρ = (27√10/28)δ.

The partner state has the same coefficients at reversed m. The element of S₊ changes only by terms in δ², but S₋ now contributes:

<+|S₋|−> = 2√8 bc/14 = −(135/49)δ.

Since S_x' is half the sum of S₊ and S₋, and S_y' is their difference over 2i,

g_x' = g0(15/7 + 135δ/49), g_y' = g0(15/7 − 135δ/49).

The expectation value of S_z' changes only in order δ². Returning to the original axes,

g_z = (30/7)(1 + 9δ/7),

g_y = (30/7)(1 − 9δ/7),

g_x = 30/7 + terms of order δ².

At λ = 0.30, where δ = 1/30, these formulas give g_y = 4.10 and g_z = 4.47. Numerical diagonalisation gives (g_x, g_y, g_z) = (4.26, 4.09, 4.47). At λ = 0.25 it gives (4.08, 3.76, 4.76), so the isotropy is already lost.

**(e) Take ν = 9.5 GHz and |D|/h = 15 GHz. Find the resonance field at λ = 1/3 and the leading finite-field correction for B along x.**

*Answer.* With μB/h = 0.013996 GHz/mT, first order gives

B0 = hν/(g μB) = 9.5/(4.2857 × 0.013996) = 158.4 mT.

The gap is Δ/h = 3.5277 × 15 = 52.9 GHz. Let y = g0 μB B, with B along z'; reversing the field merely exchanges the partners. The Zeeman term adds y(5/2, 1/2, −3/2) to the diagonal of the first block. The squared off-diagonal elements are α² = (5/14)Δ² and β² = (9/14)Δ². For a level of energy w the determinant condition can be arranged as

Δ²w = (5β²/2 − 3α²/2)y + (5y/2 − w)(y/2 − w)(3y/2 + w).

The first term gives w = 15y/14. Inserting this in the cubic term,

w = (15/14)y + (20/14)(−8/14)(36/14) y³/Δ²

= (15/14)y[1 − (96/49)(y/Δ)²].

The other block has y → −y, so the splitting is

hν = (30/7)μB B[1 − (96/49)(g0 μB B/Δ)²].

For a general direction there is also no correction of relative order B. The second-order Zeeman operator is even under time reversal, and any such Hermitian operator acts on a Kramers doublet as a multiple of the identity. It shifts both partners equally.

At resonance y/h = 9.5 × 7/15 = 4.43 GHz, so y/Δ = 0.0838. The splitting is lowered by 1.96 × 0.0838² = 1.4%, and the field must rise by about that fraction. Diagonalising the full 6 × 6 Hamiltonian gives 160.6 mT along x and 159.7 mT along y and z. At the same frequency, the fields along x and along y or z are 163.5 and 161.5 mT for |D|/h = 10 GHz, and 158.9 and 158.7 mT for 30 GHz.

**(f) Sites in a glass have many values of D and λ and all orientations. Explain how a narrow feature near g = 30/7 can nevertheless arise, and assess the explanation for a silicate glass.**

*Answer.* Let n be the field direction in the axes of a site. The effective g is the root of Σ g_i² n_i². Part (d) then gives

g_eff ≈ (30/7)(1 + t), t = (9δ/7)u, u = n_z² − n_y².

D has dropped out. Let p(δ) be the density of sites in δ and q(u) the density of u over directions. The density of the relative offset t is

f(t) = ∫ dδ p(δ) [7/(9δ)] q(7t/(9δ)).

Suppose p ≥ p0 > 0 for δ < δ0. The variable u passes through zero on the sphere, so q ≥ q0 > 0 for |u| < u0. Keeping only this region,

f(t) ≥ (7/9)p0 q0 ∫ dδ/δ = (7/9)p0 q0 ln[9u0δ0/(7|t|)],

where δ runs from 7|t|/(9u0) to δ0. In this linear model the density grows at least logarithmically as t → 0, while its integral stays finite. Resonances pile up at g = 30/7 although λ is broadly distributed. Terms in δ² do not remove this growth, because they become negligible beside the linear term as δ → 0. Finite-field shifts, which vary with D and with direction even at δ = 0, do round the peak. The argument needs a nonzero density of sites at λ = 1/3.

A numerical ensemble shows the effect with all three doublets included. It contains 400,000 traceless symmetric tensors, drawn from an isotropic Gaussian distribution, each with a random field direction. Resonance fields are taken to first order in B. For an oscillating field along b, normal to n, the transition strength is |Gb|² − (e·Gb)², where G is the diagonal matrix of g values and e = Gn/g_eff. Averaging over b gives

½[Σ g_i² − Σ g_i⁴ n_i²/g_eff²].

Division by g_eff converts from a frequency scale to a field scale. All doublets are given equal population, as suits room temperature.

The resonances were collected in 1 mT bins and smoothed with a Gaussian of standard deviation 2 mT. The absorption rises most steeply at 156.5 mT, peaks at 158.5 mT and falls most steeply at 161.5 mT. These are bin centres; with 0.1 mT bins the three positions move by 0.3 to 0.4 mT, to about 156.2, 158.9 and 161.2 mT. The smoothing alone would separate the two steepest points by 4 mT, so their 5 mT separation is not a predicted linewidth.

Sites with λ > 0.25 make up 34% of the ensemble. Without them, the peak-to-peak derivative between 140 and 180 mT falls to 5% of its former value. The feature thus comes from the strongly rhombic sites, though they are a minority here. Its presence does not show that most ferric sites have λ = 1/3.

Dilute Fe³⁺ in silicate glass does show a resonance near g = 4.3 at such frequencies. The chosen |D|/h = 15 GHz, or 0.50 cm⁻¹, is an illustrative value, not a fit to a particular glass. One assumption that real sites break is the first-order treatment: for fields along the axes, part (e) shows shifts from below 1 mT to about 5 mT as |D|/h goes from 30 to 10 GHz, all towards higher field. Midway between y and z the shift is small and downward, 0.8 mT at 10 GHz. A spread of D therefore broadens the line mainly on the high-field side. If the ensemble is scaled to a mean |D|/h of 15 GHz, 0.8% of its sites lie below 5 GHz, where the leading correction along x exceeds 10%.

A fourth-order cubic term, (a/6)(S_x⁴ + S_y⁴ + S_z⁴ − 707/16), is also present in general. For an illustrative a/h = 0.3 GHz, D > 0 and cubic axes along those of H0, diagonalisation at λ = 1/3 gives g = (4.29, 4.33, 4.24). This is a spread of about ±1%, or roughly 2 mT either way. If the cubic axes are turned away from those of H0, as they may be in a glass, the spread can reach about ±3%, or 5 mT.

Two further effects are small under the stated conditions. At 10¹⁹ Fe per cm³, the dipolar estimate (μ0/4π) n_Fe g0 μB √(35/4), with n_Fe the iron density, is 0.05 mT. This sets only the scale: for randomly placed ions the broadening is a few times larger, still well below 1 mT. Clustering of the iron would invalidate the estimate. For |D|/h = 15 GHz and λ = 1/3, the middle doublet holds 33.3% of the ions at 300 K and still 29% at 4 K. It is nevertheless an excited doublet, 2.5 K above the lowest one, so it empties on cooling well below that temperature. The absorption follows the population difference within the doublet. For B along x this difference grows on cooling to about 90 times its 300 K value near 2 K and then falls, dropping below the 300 K value only near 0.3 K.

All numerical values are calculated from the stated model.
